# Bond-additive errors and the conditions for accurate isodesmic formation enthalpies: verification in Python

```python
"""
Result under test: if method errors are sums of bond-type errors, a reaction
that conserves every bond type has no method error. Otherwise its error is the
stoichiometric sum of the non-additive parts.
Symbols: error = method energy - comparison energy; t = hopping inside a model
bond; w = hopping between neighbouring bonds; U = on-site repulsion;
R = sqrt(U^2 + 16 t^2). Model energies are in units of t_A.
Benzene and its partners: HF and MP2 are compared with frozen-core CCSD,
all in the 6-31G basis at fixed round geometries.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants, N_A
from pyscf import gto, scf, mp, cc, lib

lib.num_threads(1)

# ---------- model: chains of two-site bonds ----------
U, T_A, T_B = 2.0, 1.0, 0.5


def chain_error(bonds, w):
    """Restricted HF minus exact ground energy of a half-filled open chain."""
    hops = []
    for i, t in enumerate(bonds):
        if i:
            hops.append(w)
        hops.append(t)
    sites = len(hops) + 1
    h = -np.diag(hops, 1) - np.diag(hops, -1)
    levels, orbitals = np.linalg.eigh(h)
    occupied = orbitals[:, :sites // 2]
    density = 2 * np.sum(occupied**2, axis=1)
    assert np.allclose(density, 1, atol=1e-10)  # HF field is self-consistent
    e_hf = 2 * levels[:sites // 2].sum() + U * np.sum(density**2) / 4
    states = list(combinations(range(sites), sites // 2))
    index = {s: i for i, s in enumerate(states)}
    kinetic = np.zeros((len(states), len(states)))
    occupation = np.zeros((len(states), sites))
    for s in states:
        occupation[index[s], list(s)] = 1
        for i, hop in enumerate(hops):
            if i in s and i + 1 not in s:
                moved = tuple(sorted((set(s) - {i}) | {i + 1}))
                kinetic[index[s], index[moved]] -= hop
                kinetic[index[moved], index[s]] -= hop
    one = np.eye(len(states))
    full = np.kron(kinetic, one) + np.kron(one, kinetic)
    full += np.diag(U * (occupation @ occupation.T).ravel())
    return e_hf - np.linalg.eigvalsh(full)[0]


def root(t):
    return np.sqrt(U**2 + 16 * t**2)


def bond_error(t):
    return root(t) / 2 - 2 * t


def contact(t1, t2):
    """Coefficient of w^2 in the error due to one neighbour contact."""
    total = -1 / (t1 + t2)
    for s1 in (-1, 1):
        for s2 in (-1, 1):
            p1 = (1 - s1 * 4 * t1 / root(t1)) / 2
            p2 = (1 - s2 * 4 * t2 / root(t2)) / 2
            gap = (root(t1) + root(t2)) / 2 + s1 * t1 + s2 * t2
            total += p1 * p2 / gap
    return total


def exchange_error(w):
    return (2 * chain_error([T_A, T_B], w) - chain_error([T_A, T_A], w)
            - chain_error([T_B, T_B], w))


def matched_error(w):
    return (2 * chain_error([T_A] * 2, w) - chain_error([T_A] * 3, w)
            - chain_error([T_A], w))


for t in (T_A, T_B):
    assert abs(chain_error([t], 0) - bond_error(t)) < 1e-11
assert abs(chain_error([T_A, T_B], 0) - bond_error(T_A) - bond_error(T_B)) < 1e-11
assert abs(exchange_error(0)) < 1e-11
pairs = ((T_A, T_A), (T_A, T_B), (T_B, T_B))
w_small = 0.02
for t1, t2 in pairs:
    shift = chain_error([t1, t2], w_small) - bond_error(t1) - bond_error(t2)
    # remaining terms are of relative order (w/t)^2
    assert abs(shift / w_small**2 / contact(t1, t2) - 1) < 0.02
coefficient = 2 * contact(T_A, T_B) - contact(T_A, T_A) - contact(T_B, T_B)
assert abs(exchange_error(w_small) / w_small**2 / coefficient - 1) < 0.03
power = np.log2(abs(matched_error(0.06) / matched_error(0.03)))
assert abs(power - 4) < 0.15

print(f"Model inputs: t_A={T_A}, t_B={T_B}, U={U} (units of t_A)")
print(f"Bond errors A, B: {bond_error(T_A):.6f}, {bond_error(T_B):.6f} t_A")
print("Contact coefficients AA, AB, BB: "
      + ", ".join(f"{contact(*p):.6f}" for p in pairs) + " 1/t_A")
print(f"w^2 coefficient, AA+BB->2AB: {coefficient:.6f} 1/t_A")
for w in (0.0, 0.05, 0.1, 0.2):
    print(f"w={w:.2f} t_A: AA+BB->2AB error {exchange_error(w):.8f}, "
          f"w^2 law {coefficient*w*w:.8f}, "
          f"AAA+A->2AA error {matched_error(w):.8f} t_A")
print(f"Power of w for AAA+A->2AA, from w=0.06 and 0.03 t_A: {power:.3f}")

# ---------- fixed molecular geometries, in angstrom ----------
CH, CC_ETHANE, CC_DOUBLE, CC_DIENE, CC_RING, HH = 1.09, 1.54, 1.34, 1.46, 1.40, 0.74


def direction(degrees):
    return np.exp(1j * np.deg2rad(degrees))


def planar(atoms):
    return [(el, (z.real, z.imag, 0.0)) for el, z in atoms]


def with_inversion(atoms):
    return planar(atoms + [(el, -z) for el, z in atoms])


a = CH / np.sqrt(3)
methane = [("C", (0, 0, 0)), ("H", (a, a, a)), ("H", (a, -a, -a)),
           ("H", (-a, a, -a)), ("H", (-a, -a, a))]
ethane = []
for side, turn in ((1, 0), (-1, 60)):
    ethane.append(("C", (0, 0, side * CC_ETHANE / 2)))
    for k in range(3):
        z = CH * np.sqrt(8) / 3 * direction(turn + 120 * k)
        ethane.append(("H", (z.real, z.imag, side * (CC_ETHANE / 2 + CH / 3))))
c = CC_DOUBLE / 2 + 0j
ethene = with_inversion([("C", c), ("H", c + CH * direction(60)),
                         ("H", c + CH * direction(-60))])
inner = -CC_DIENE / 2 + 0j
outer = inner + CC_DOUBLE * direction(120)
butadiene = with_inversion([
    ("C", inner), ("C", outer), ("H", inner + CH * direction(240)),
    ("H", outer + CH * direction(60)), ("H", outer + CH * direction(180))])
benzene = planar([(el, r * direction(60 * k)) for k in range(6)
                  for el, r in (("C", CC_RING), ("H", CC_RING + CH))])
geometry = {"CH4": methane, "C2H6": ethane, "C2H4": ethene,
            "C4H6": butadiene, "C6H6": benzene,
            "H2": [("H", (0, 0, 0)), ("H", (0, 0, HH))]}
# Columns: C-H, C-C, C=C, H-H; benzene has one Kekule assignment.
bonds = {"CH4": (4, 0, 0, 0), "C2H6": (6, 1, 0, 0), "C2H4": (4, 0, 1, 0),
         "C4H6": (6, 1, 2, 0), "C6H6": (6, 3, 3, 0), "H2": (0, 0, 0, 1)}
bonds = {m: np.array(n, dtype=float) for m, n in bonds.items()}
atoms = {m: np.array([sum(x[0] == el for x in g) for el in "CH"])
         for m, g in geometry.items()}
for m, g in geometry.items():
    links = {"CH": 0, "CC": 0, "HH": 0}
    for (e1, r1), (e2, r2) in combinations(g, 2):
        kind = "".join(sorted(e1 + e2))
        cutoff = {"CH": 1.2, "CC": 1.6, "HH": 0.8}[kind]
        links[kind] += np.linalg.norm(np.subtract(r1, r2)) < cutoff
    n = bonds[m]
    assert (links["CH"], links["CC"], links["HH"]) == (n[0], n[1] + n[2], n[3])

# ---------- electronic energies ----------
energy = {level: {} for level in ("HF", "MP2", "CCSD")}
for m, g in geometry.items():
    mol = gto.M(atom=g, basis="6-31g", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol).run(conv_tol=1e-10)
    frozen = int(atoms[m][0]) or None
    second = mp.MP2(mf, frozen=frozen).run()
    coupled = cc.CCSD(mf, frozen=frozen).run()
    assert mf.converged and coupled.converged
    energy["HF"][m] = mf.e_tot
    energy["MP2"][m] = mf.e_tot + second.e_corr
    energy["CCSD"][m] = mf.e_tot + coupled.e_corr
error = {level: {m: energy[level][m] - energy["CCSD"][m] for m in geometry}
         for level in ("HF", "MP2")}

# ---------- reactions determined from bond counts ----------
refs = ["CH4", "C2H6", "C2H4"]
matrix = np.array([bonds[m][:3] for m in refs])
weights = np.linalg.solve(matrix.T, bonds["C6H6"][:3])
bond_separation = {"C6H6": -1, **dict(zip(refs, weights))}
close_refs = ["C4H6", "C2H4"]
close_matrix = np.array([bonds[m][:3] for m in close_refs])
close_weights = np.linalg.lstsq(close_matrix.T, bonds["C6H6"][:3], rcond=None)[0]
close_match = {"C6H6": -1, **dict(zip(close_refs, close_weights))}
hydrogenation = {"C6H6": -1, "H2": -9, "CH4": 6}
reactions = {"bond separation": bond_separation, "diene exchange": close_match,
             "hydrogenation": hydrogenation}


def reaction_sum(reaction, values):
    return sum(nu * values[m] for m, nu in reaction.items())


for name, reaction in reactions.items():
    assert np.allclose(reaction_sum(reaction, atoms), 0, atol=1e-10)
    conserved = np.allclose(reaction_sum(reaction, bonds), 0, atol=1e-10)
    assert conserved == (name != "hydrogenation")
# A separate aromatic bond type cannot be supplied by these references.
extended_refs = np.column_stack([matrix, np.zeros(3)])
aromatic_target = np.array([6, 0, 0, 6])
assert (np.linalg.matrix_rank(np.vstack([extended_refs, aromatic_target]))
        > np.linalg.matrix_rank(extended_refs))

to_kj = physical_constants["Hartree energy"][0] * N_A / 1000
print(f"Lengths: CH {CH}, ethane CC {CC_ETHANE}, C=C {CC_DOUBLE}, "
      f"diene C-C {CC_DIENE}, ring CC {CC_RING}, HH {HH} angstrom")
print("Angles: tetrahedral in CH4, C2H6; 120 degrees in planar molecules")
for m in geometry:
    print(f"{m}: E_HF {energy['HF'][m]:.6f}, E_MP2 {energy['MP2'][m]:.6f}, "
          f"E_CCSD {energy['CCSD'][m]:.6f} hartree")
for name, reaction in reactions.items():
    print(name + " coefficients: "
          + ", ".join(f"{m} {nu:+.0f}" for m, nu in reaction.items()))
    values = [reaction_sum(reaction, energy[x]) for x in energy]
    print("  reaction energy HF, MP2, CCSD: "
          + ", ".join(f"{1000*x:.3f}" for x in values) + " millihartree")
    for level in error:
        err = reaction_sum(reaction, error[level])
        print(f"  {level} minus CCSD: {1000*err:.3f} millihartree "
              f"= {err*to_kj:.2f} kJ/mol")

for level in error:
    reference_errors = np.array([error[level][m] for m in refs])
    fitted = np.linalg.solve(matrix, reference_errors)
    corrected = energy[level]["C6H6"] - bonds["C6H6"][:3] @ fitted
    transferred = (sum(x * energy["CCSD"][m] for x, m in zip(weights, refs))
                   - reaction_sum(bond_separation, energy[level]))
    assert abs(corrected - transferred) < 1e-9
    print(f"{level} fitted bond errors C-H, C-C, C=C: "
          + ", ".join(f"{1000*x:.3f}" for x in fitted) + " millihartree")
    print(f"{level} benzene: total error {1000*error[level]['C6H6']:.3f}, "
          f"after transfer {1000*(transferred-energy['CCSD']['C6H6']):.3f} "
          "millihartree")
residuals = [abs(reaction_sum(bond_separation, error[x])) for x in error]
assert max(residuals) > 1e-3  # bond conservation alone does not ensure zero error
assert residuals[0] < 0.1 * abs(error["HF"]["C6H6"])

reference_sigma = 1.0
predicted_sigma = reference_sigma * np.linalg.norm(weights)
samples = np.random.default_rng(7).normal(0, reference_sigma, (200000, 3))
assert abs(np.std(samples @ weights) / predicted_sigma - 1) < 0.01
print(f"Reference uncertainty {reference_sigma:.1f} kJ/mol each, independent: "
      f"benzene uncertainty {predicted_sigma:.3f} kJ/mol")
print(f"Same reference uncertainty, worst-case signs: "
      f"{reference_sigma*np.abs(weights).sum():.1f} kJ/mol")
print("all tests passed")
```

Running it gives:

```
Model inputs: t_A=1.0, t_B=0.5, U=2.0 (units of t_A)
Bond errors A, B: 0.236068, 0.414214 t_A
Contact coefficients AA, AB, BB: -0.114278, -0.234281, -0.507551 1/t_A
w^2 coefficient, AA+BB->2AB: 0.153268 1/t_A
w=0.00 t_A: AA+BB->2AB error 0.00000000, w^2 law 0.00000000, AAA+A->2AA error 0.00000000 t_A
w=0.05 t_A: AA+BB->2AB error 0.00038082, w^2 law 0.00038317, AAA+A->2AA error 0.00000019 t_A
w=0.10 t_A: AA+BB->2AB error 0.00149507, w^2 law 0.00153268, AAA+A->2AA error 0.00000307 t_A
w=0.20 t_A: AA+BB->2AB error 0.00552903, w^2 law 0.00613071, AAA+A->2AA error 0.00004822 t_A
Power of w for AAA+A->2AA, from w=0.06 and 0.03 t_A: 3.998
Lengths: CH 1.09, ethane CC 1.54, C=C 1.34, diene C-C 1.46, ring CC 1.4, HH 0.74 angstrom
Angles: tetrahedral in CH4, C2H6; 120 degrees in planar molecules
CH4: E_HF -40.180385, E_MP2 -40.279053, E_CCSD -40.298181 hartree
C2H6: E_HF -79.196507, E_MP2 -79.384510, E_CCSD -79.415709 hartree
C2H4: E_HF -78.002506, E_MP2 -78.183157, E_CCSD -78.210632 hartree
C4H6: E_HF -154.860042, E_MP2 -155.212927, E_CCSD -155.257796 hartree
C6H6: E_HF -230.622435, E_MP2 -231.139866, E_CCSD -231.183680 hartree
H2: E_HF -1.126755, E_MP2 -1.144137, E_CCSD -1.151673 hartree
bond separation coefficients: C6H6 -1, CH4 -6, C2H6 +3, C2H4 +3
  reaction energy HF, MP2, CCSD: 107.705, 111.182, 93.741 millihartree
  HF minus CCSD: 13.964 millihartree = 36.66 kJ/mol
  MP2 minus CCSD: 17.441 millihartree = 45.79 kJ/mol
diene exchange coefficients: C6H6 -1, C4H6 +3, C2H4 -3
  reaction energy HF, MP2, CCSD: 49.826, 50.554, 42.188 millihartree
  HF minus CCSD: 7.638 millihartree = 20.05 kJ/mol
  MP2 minus CCSD: 8.366 millihartree = 21.96 kJ/mol
hydrogenation coefficients: C6H6 -1, H2 -9, CH4 +6
  reaction energy HF, MP2, CCSD: -319.076, -237.221, -240.353 millihartree
  HF minus CCSD: -78.723 millihartree = -206.69 kJ/mol
  MP2 minus CCSD: 3.131 millihartree = 8.22 kJ/mol
HF fitted bond errors C-H, C-C, C=C: 29.449, 42.508, 90.330 millihartree
HF benzene: total error 561.245, after transfer -13.964 millihartree
MP2 fitted bond errors C-H, C-C, C=C: 4.782, 2.507, 8.347 millihartree
MP2 benzene: total error 43.813, after transfer -17.441 millihartree
Reference uncertainty 1.0 kJ/mol each, independent: benzene uncertainty 7.348 kJ/mol
Same reference uncertainty, worst-case signs: 12.0 kJ/mol
all tests passed
```
